# Porosity needed to lower a film's permittivity from 4.0 to 2.5

## Question

I'm working on an exercise about deposited insulators. A dense film has relative permittivity 4.0. The exercise says: "Using Clausius-Mossotti mixing with empty pores, show that lowering the permittivity to 2.5 requires a porosity of one third."

My first attempt was to average the permittivities by volume. With porosity $p$, the pores contribute $1\cdot p$ and the solid contributes $4(1-p)$, so

$$
4(1-p)+p=2.5 \quad\Rightarrow\quad p=0.5 .
$$

That is not one third. I can find the Clausius-Mossotti formula, but I don't see why I should average that odd fraction instead of the permittivity itself. Where does it come from, how do the pores enter, and would a real film with one third of its volume empty really have permittivity 2.5?

## Answer

Your average assumes that the electric field is equally strong in the pores and in the solid. Clausius-Mossotti mixing makes a different assumption about the field, and it does give one third. That value belongs to the mixing rule: other pore shapes can need other porosities, as shown below.

I use SI units, static fields and linear response. "Permittivity" means relative permittivity, $\varepsilon$ for the porous film and $\varepsilon_s$ for the dense solid. Porosity $p$ is pore volume divided by total film volume.

### The field that acts on one molecule

Treat the solid as polarizable units with number density $N$. Each acquires a dipole moment $\alpha E_{\rm loc}$, where $\alpha$ is its total static polarizability and $E_{\rm loc}$ is the field acting on it. This differs from the macroscopic field $E$, which is an average over space and includes each unit's own field. A unit's own field does not act on the unit itself.

To find the difference, draw an imaginary sphere of radius $a$ around one unit. Outside it, replace the material by a smooth polarization $P$ along $z$. The material's outward normal at the cavity surface points towards the centre, so the surface charge density is

$$
\sigma=-P\cos\theta .
$$

A surface element $dA=a^2d\Omega$ at polar angle $\theta$ produces a field at the centre whose $z$ component is $-\sigma\cos\theta\,dA/(4\pi\varepsilon_0a^2)$. The minus sign appears because the field of a positive charge points from the surface element towards the far side of the centre. Therefore

$$
E_{\rm surface}
=\frac{P}{4\pi\varepsilon_0}\int\cos^2\theta\,d\Omega
=\frac{P}{4\pi\varepsilon_0}\,\frac{4\pi}{3}
=\frac{P}{3\varepsilon_0}.
$$

The real dipoles inside the sphere must now be put back. If each has moment $m$ along $z$, their $z$ field at the centre is

$$
\frac{m}{4\pi\varepsilon_0}\sum_i\frac{3z_i^2-r_i^2}{r_i^5}.
$$

On a cubic lattice the sums of $x_i^2/r_i^5$, $y_i^2/r_i^5$ and $z_i^2/r_i^5$ are equal, so each is one third of the sum of $1/r_i^3$. The two terms cancel. The transverse components cancel by reflection. For a disordered film, the same cancellation on average is an assumption. With it,

$$
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.
$$

### From the local field to the mixing rule

Insert this field into $P=N\alpha E_{\rm loc}$, and use the definition of permittivity, $P=\varepsilon_0(\varepsilon-1)E$:

$$
\varepsilon_0(\varepsilon-1)E
=N\alpha E\left[1+\frac{\varepsilon-1}{3}\right]
=N\alpha E\,\frac{\varepsilon+2}{3}.
$$

Dividing by $\varepsilon_0E(\varepsilon+2)$ gives the Clausius-Mossotti relation,

$$
\frac{\varepsilon-1}{\varepsilon+2}=\frac{N\alpha}{3\varepsilon_0}.
$$

This answers your question about the odd fraction. In this model it is proportional to the amount of polarizable material per volume; the permittivity itself is not.

An empty pore contains no dipoles. If the remaining solid is unchanged, the number density averaged over the whole film falls from $N$ to $(1-p)N$, while $\alpha$ stays the same. Dividing the relation for the porous film by that for the dense solid removes $N\alpha$:

$$
\boxed{\frac{\varepsilon-1}{\varepsilon+2}
=(1-p)\frac{\varepsilon_s-1}{\varepsilon_s+2}}
$$

The additional assumption is that the same local-field formula still holds once the material has pores.

### The requested porosity

For the dense solid and the target film, the two fractions are

$$
\frac{4.0-1}{4.0+2}=\frac12,
\qquad
\frac{2.5-1}{2.5+2}=\frac13 .
$$

Thus

$$
\frac13=(1-p)\frac12
\quad\Rightarrow\quad
1-p=\frac23
\quad\Rightarrow\quad
p=\frac13 .
$$

There is no second solution. Since $(\varepsilon-1)/(\varepsilon+2)=1-3/(\varepsilon+2)$ rises steadily for positive $\varepsilon$, each permittivity between 1 and 4 corresponds to one porosity.

It helps to solve for $\varepsilon$ as well. With $\varepsilon_s=4$, the right-hand side of the rule is $(1-p)/2$, so

$$
2(\varepsilon-1)=(1-p)(\varepsilon+2).
$$

Collecting the terms in $\varepsilon$ gives $\varepsilon(1+p)=4-2p$, or

$$
\varepsilon=\frac{4-2p}{1+p}.
$$

This returns 4 for no pores and 1 for empty space. At porosities 0.1, 0.2 and 0.5 it gives 3.455, 3.000 and 2.000. In this rule the first pores therefore lower the permittivity most: the slope is $d\varepsilon/dp=-6/(1+p)^2$, which is $-6$ at $p=0$ and about $-3.4$ at $p=1/3$.

The dilution step can be tested without the formula. Take a slab of point dipoles on a cubic lattice, solve for all dipoles self-consistently, and choose their polarizability so that the permittivity at the slab centre is 4. Then stretch the lattice until the density is two thirds of its first value. The calculated permittivity becomes 2.5000. This tests uniform dilution only. Cutting compact round holes in the lattice instead lowers the permittivity less at the same porosity.

### Why your average gives a different answer

Let $e_s$ and $e_p$ be the mean fields in the solid and in the pores, along the applied field and divided by $E$. The mean field over the whole film must be $E$, so

$$
(1-p)e_s+p\,e_p=1 .
$$

The mean displacement is $\varepsilon_0\varepsilon E$. It has contributions from both regions:

$$
\varepsilon=4(1-p)e_s+p\,e_p .
$$

Replace $(1-p)e_s$ by $1-p\,e_p$:

$$
\varepsilon=4-3p\,e_p .
$$

For $\varepsilon=2.5$ this means

$$
p=\frac{0.5}{e_p}.
$$

No pore shape has been assumed here. The shape enters through $e_p$: the more strongly the field concentrates in the pores, the less pore volume is needed.

You took $e_p=1$ and found $p=0.5$. That is correct for flat pores lying parallel to the field, because the tangential electric field is continuous across their faces. In the Clausius-Mossotti case, $p=1/3$ requires $e_p=1.5$. The mean field in the solid is then

$$
e_s=\frac{1-\frac13(1.5)}{\frac23}=0.75 .
$$

### A geometry that obeys the rule, and one that does not

Consider a spherical core of permittivity $\varepsilon_c$ and radius $a$, inside a shell of permittivity $\varepsilon_h$ and outer radius $b$. The core occupies the fraction $f=a^3/b^3$ of the sphere. Put this sphere in a medium of permittivity $\varepsilon$, and choose $\varepsilon$ so that the uniform field $E$ outside is undisturbed. The potentials are

$$
\phi_c=-Ar\cos\theta,\qquad
\phi_h=-\left(Br+\frac{C}{r^2}\right)\cos\theta,\qquad
\phi_{\rm out}=-Er\cos\theta .
$$

At $r=a$, continuity of potential and of normal displacement gives, with $c=C/a^3$,

$$
A=B+c,\qquad \varepsilon_cA=\varepsilon_h(B-2c).
$$

Eliminating $A$ yields $c(\varepsilon_c+2\varepsilon_h)=-(\varepsilon_c-\varepsilon_h)B$, so

$$
c=-\beta B,\qquad
\beta=\frac{\varepsilon_c-\varepsilon_h}{\varepsilon_c+2\varepsilon_h}.
$$

At $r=b$ we have $C/b^3=fc$, and the same two conditions become

$$
E=B(1-f\beta),\qquad
\varepsilon E=\varepsilon_hB(1+2f\beta).
$$

Their ratio is $\varepsilon=\varepsilon_h(1+2f\beta)/(1-f\beta)$. Hence $\varepsilon-\varepsilon_h=3\varepsilon_hf\beta/(1-f\beta)$ and $\varepsilon+2\varepsilon_h=3\varepsilon_h/(1-f\beta)$. Dividing these gives

$$
\frac{\varepsilon-\varepsilon_h}{\varepsilon+2\varepsilon_h}
=f\,\frac{\varepsilon_c-\varepsilon_h}{\varepsilon_c+2\varepsilon_h}.
$$

Because the outside field is undisturbed, more such spheres can replace the surrounding medium, with sizes chosen to fill the gaps and the same $f$ in each. The composite then has permittivity $\varepsilon$.

**Solid cores in vacuum shells.** Set $\varepsilon_c=\varepsilon_s$, $\varepsilon_h=1$ and $f=1-p$. The result is the boxed mixing rule. It describes separated round grains, each centred in its own shell of empty space, which is an electrostatic model and not a self-supporting film.

**Vacuum cores in solid shells.** These are closed round pores in a connected solid. Set $\varepsilon_c=1$, $\varepsilon_h=4$ and $f=p$:

$$
\frac{2.5-4}{2.5+8}=p\,\frac{1-4}{1+8}
\quad\Rightarrow\quad
-\frac17=-\frac p3
\quad\Rightarrow\quad
p=\frac37\approx0.43 .
$$

In this coated-sphere arrangement, a porosity of one third gives a permittivity of 2.80, not 2.5. Other arrangements of round pores can shift these values somewhat. The mean pore field at $p=3/7$ is $0.5/(3/7)=7/6$ of the macroscopic field, weaker than the factor 1.5 in the first geometry. More pore volume is therefore needed.

**Flat pores across the field.** Here the normal displacement is the same in every layer, so the layers add like capacitors in series:

$$
\frac1{2.5}=p+\frac{1-p}{4}
\quad\Rightarrow\quad
0.40=0.25+0.75p
\quad\Rightarrow\quad
p=0.20 .
$$

The pore field is now 2.5 times the macroscopic field, which agrees with $p=0.5/2.5$. The same two permittivities thus correspond to porosities from 0.20 to 0.50 in these four examples.

### Numbers for a thin oxide film

Take a plasma-deposited silicon oxide with the rough dense values $\varepsilon_s=4.0$ and mass density 2.2 g/cm³. Let the film be 20 nm thick with 1 V across it, and let its pores be 2 nm wide. These are round example values.

If the solid between the pores keeps its density, the porous film has density $\frac23\times2.2=1.47$ g/cm³. At fixed thickness, the capacitance per area $\varepsilon_0\varepsilon/d$ falls from 1.77 to 1.11 fF/µm², a factor of $2.5/4.0=0.625$.

The macroscopic field is $1\,\mathrm{V}/20\,\mathrm{nm}=0.50$ MV/cm. In the Clausius-Mossotti case the mean pore field is $1.5\times0.50=0.75$ MV/cm, or 0.15 V per 2 nm. This is an average over the pore volume; the local field depends on where the gap lies. In the solid-core geometry above, the field just beside a grain, where its surface runs along the applied field, is only 0.75 times the macroscopic field. The field is largest where the grain surface faces along the applied field. Continuity of the normal displacement makes it $4\times0.75=3$ times the macroscopic field there, or 1.5 MV/cm, so the drop across a 2 nm gap stays below 0.30 V. At $p=1/3$ each shell is only about 0.145 of its grain radius thick, so a 2 nm gap made of two shells implies grains about 14 nm across. That is not small compared with a 20 nm film, so these factors are only a rough guide here. For a flat pore across the field, the drop is 0.25 V. In these examples an electron starting with little energy would therefore gain less than about 0.3 eV in one 2 nm crossing, far below a rough molecular ionization energy of 12 eV. This estimate gives no sign of a gas avalanche inside a pore at 1 V. It says nothing about leakage or breakdown through the solid.

### How this compares with a real film

A real porous film has a connected solid skeleton, so the separated-grain geometry is not a literal picture of it. If its pores are closed and round, with solid walls between them, the coated-sphere value of 0.43 is a better estimate than 0.33.

The pores may also connect. For irregular, intermixed regions with no preferred direction, a common estimate is Bruggeman's rule. It treats solid and pores alike, as spheres in a medium with the film's own permittivity, and requires their average disturbance of the field to vanish:

$$
(1-p)\frac{4-2.5}{4+2(2.5)}+p\,\frac{1-2.5}{1+2(2.5)}=0
\quad\Rightarrow\quad
\frac{1-p}{6}=\frac p4
\quad\Rightarrow\quad
p=0.40 .
$$

At a porosity of one third, the same condition becomes $\varepsilon^2-2\varepsilon-2=0$, so $\varepsilon=1+\sqrt3\approx2.73$. Both estimates therefore put a film with one third of its volume empty nearer 2.7 or 2.8 than 2.5, if its solid has permittivity 4.0. The solid may also differ from dense oxide. A carbon-doped oxide with a rough dense permittivity of 3.0 has a Clausius-Mossotti fraction of $2/5$, so the Clausius-Mossotti mixing rule gives

$$
p=1-\frac{1/3}{2/5}=\frac16 .
$$

Changing the solid thus halves the required porosity in this model.

Pores also need not remain empty. Suppose water fills 1% of the film volume, replacing empty space, and give it the rough bulk permittivity 80. If it forms separate polarizable spheres, it adds $0.01\times79/82$ to the Clausius-Mossotti fraction, and the mixing rule then estimates a film permittivity of 2.57 instead of 2.5. If it coats the solid grains instead, the core-shell formula can be used twice: first for solid plus water, then for that coated grain in vacuum. The result is 2.81.

The arrangement matters because the field inside an isolated water sphere is only $3/(80+2)$ of the field acting on it, whereas a coating shares the tangential field of the solid beside it. This coating is only 0.5% of the grain radius thick, about 0.035 nm on a grain of radius 7 nm, far less than one water molecule (roughly 0.3 nm). At these sizes 1% water cannot form a continuous layer, and adsorbed water need not have the bulk permittivity, so 2.81 indicates sensitivity to arrangement and is not a prediction.

Plasma exposure can also alter the surface. If 2 nm of the 20 nm film became dense oxide, with the total thickness held fixed, the series formula would give

$$
\varepsilon=\frac{20}{18/2.5+2/4.0}\approx2.60 .
$$

For your exercise, the named mixing rule settles the matter: $p=1/3$. For a measured film, permittivity alone does not determine porosity; you also need information about the solid, the pore shape and any water. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
Dense permittivity: 4.0 (no unit)
Target permittivity: 2.5 (no unit)
Clausius-Mossotti factor, dense: 0.5000 (no unit)
Clausius-Mossotti factor, target: 0.3333 (no unit)
Solid volume fraction: 0.6667 (no unit)
Required porosity: 0.3333 (no unit)
Required porosity: 33.3 %
Local-field coefficient from dipole sums: 0.33333 (no unit)
Dipole slab permittivity after dilution: 2.5000 (no unit)
Solid core in vacuum shell, permittivity: 2.5000 (no unit)
Mixing-rule permittivity at porosity 0.1: 3.455 (no unit)
Mixing-rule permittivity at porosity 0.2: 3.000 (no unit)
Mixing-rule permittivity at porosity 0.5: 2.000 (no unit)
Porosity needed, closed round pores: 0.4286 (no unit)
Permittivity, closed round pores at p=1/3: 2.800 (no unit)
Porosity needed, flat pores across field: 0.2000 (no unit)
Film thickness (rough input): 20.0 nm
Applied voltage (input): 1.0 V
Pore width (rough input): 2.0 nm
Dense mass density (rough input): 2.2 g/cm3
Porous mass density: 1.47 g/cm3
Capacitance per area, dense: 1.771 fF/um2
Capacitance per area, porous: 1.107 fF/um2
Capacitance ratio, porous/dense: 0.625 (no unit)
Macroscopic field: 0.500 MV/cm
Mean solid field / macroscopic field: 0.750 (no unit)
Mean pore field / macroscopic field: 1.500 (no unit)
Mean pore field: 0.750 MV/cm
Voltage across pore, mean field: 0.150 V
Flat-pore field / macroscopic field: 2.500 (no unit)
Voltage across flat pore of same width: 0.250 V
Molecular ionization energy (rough input): 12 eV
Carbon-doped oxide permittivity (rough): 3.0 (no unit)
Porosity needed from carbon-doped oxide: 0.1667 (no unit)
Water permittivity (rough bulk input): 80 (no unit)
Water share of film volume (input): 1.0 %
Film permittivity, separate water spheres: 2.566 (no unit)
Film permittivity, water coating solid: 2.814 (no unit)
Densified skin thickness (input): 2.0 nm
Film permittivity with densified skin: 2.597 (no unit)
```
